# Does Cattaneo's equation give temperature waves in any solid?: a numerical check

```python
"""
Result under test: Cattaneo's heat equation describes temperature waves only if
normal (momentum-conserving) phonon scattering is fast and resistive scattering
slow on the scale of the wave. With resistive scattering alone there is no
oscillating mode at any real wave number k: heat flow is diffusive or ballistic.

Model: isotropic solid, one sound speed v, e(mu) = energy per flight direction,
mu = cosine between flight and x axis, <..> = average over directions,
  de/dt = -i v k mu e - g_res (e - <e>) - g_nor (e - <e> - 3 mu <mu e>).
g_res, g_nor: resistive and normal scattering rates. hbar = 1, so that rates
and v*k are energies (eV), times are in 1/eV and lengths in angstrom.
A mode varies as exp(lambda t); lambda = -damping +- i omega.
"Isolated" modes lie apart from the continuum Re lambda = -(g_res + g_nor).
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import minimize_scalar


def kinetic_operator(vk, g_res, g_nor, n_dir):
    mu, weight = np.polynomial.legendre.leggauss(n_dir)
    weight = weight / 2
    mean = np.outer(np.ones(n_dir), weight)
    drift = 3 * np.outer(mu, weight * mu)
    total = g_res + g_nor
    op = total * (mean - np.eye(n_dir)) + g_nor * drift - 1j * vk * np.diag(mu)
    return op, weight


def isolated_modes(vk, g_res, g_nor, n_dir=200):
    lam = np.linalg.eigvals(kinetic_operator(vk, g_res, g_nor, n_dir)[0])
    lam = lam[lam.real > -0.95 * (g_res + g_nor)]
    return lam[np.argsort(-lam.real)]


def energy_after(vk, g_res, g_nor, time, n_dir=96):
    """Fourier amplitude of the energy density, isotropic start of size 1."""
    op, weight = kinetic_operator(vk, g_res, g_nor, n_dir)
    return (weight @ expm(op * time) @ np.ones(n_dir)).real


def cattaneo_roots(vk, g_res):
    return np.roots([1.0, g_res, vk**2 / 3])


# ---------- model parameters ----------
v = 0.03            # eV angstrom
g_res = 1e-7        # eV
g_nor = 1e-5        # eV, normal solid; the resistive solid has zero
g_tot = g_res + g_nor
c = v / np.sqrt(3)

# ---------- resistive scattering only, rates in units of g_res ----------
grey_exact = {}
for K in (0.5, 1.0, 1.4):
    modes = isolated_modes(K, 1.0, 0.0)
    assert len(modes) == 1
    assert abs(modes[0] - (K / np.tan(K) - 1)) < 1e-8
    grey_exact[K] = modes[0].real
for K in (1.7, 2.0, 4.0, 20.0):
    assert len(isolated_modes(K, 1.0, 0.0)) == 0
# what is left beyond K = pi/2 sinks into the continuum as directions are added
gap = [np.linalg.eigvals(kinetic_operator(2.0, 1.0, 0.0, n)[0]).real.max() + 1
       for n in (100, 200)]
assert 0 < gap[1] < 0.6 * gap[0]

# Cattaneo's equation equals flight along mu = +-1/sqrt(3) only
for K in (0.5, 1.0, 4.0):
    two = np.linalg.eigvals(kinetic_operator(K, 1.0, 0.0, 2)[0])
    for root in cattaneo_roots(K, 1.0):
        assert np.min(abs(two - root)) < 1e-10

# leading errors of Fourier and Cattaneo at long wavelength
K_small = 0.1
exact_small = isolated_modes(K_small, 1.0, 0.0)[0].real
err_fourier = -K_small**2 / 3 - exact_small
err_cattaneo = cattaneo_roots(K_small, 1.0).real.max() - exact_small
viscous = np.roots([1.0, 1 + 4 * K_small**2 / 15, K_small**2 / 3]).real.max()
err_viscous = viscous - exact_small
assert abs(err_cattaneo / err_fourier + 4) < 0.05
assert abs(err_fourier / K_small**4 - 1 / 45) < 1e-3 / 45 * 10
assert abs(err_viscous) < 0.02 * abs(err_fourier)

# a resistive grating changes sign by free streaming, though it has no mode
phase = 4.4934
K_bal = 200.0
t_bal = phase / K_bal
grating = energy_after(K_bal, 1.0, 0.0, t_bal)
stream = np.exp(-t_bal) * np.sin(phase) / phase
assert abs(grating - stream) < 1 - np.exp(-t_bal) and grating < 0

# ---------- both solids have the same diffusive limit ----------
vk_slow = 0.05 * g_res
diffusive = vk_slow**2 / (3 * g_res)
slow_ratio = [-isolated_modes(vk_slow, g_res, g, 60)[0].real / diffusive
              for g in (g_nor, 0.0)]
assert all(abs(r - 1) < 2e-3 for r in slow_ratio)


# ---------- the frequency window of the normal solid ----------
def wave_mode(vk, n_dir=60):
    modes = isolated_modes(vk, g_res, g_nor, n_dir)
    return modes[modes.imag > 1e-3 * g_res][0]


def damping_ratio(vk):
    mode = wave_mode(vk)
    return -mode.real / mode.imag


omega_best = np.sqrt(5 * g_res * g_nor / 4)
ratio_best = 2 * np.sqrt(g_res / (5 * g_nor))
vk_best = np.sqrt(3) * omega_best
scan = minimize_scalar(lambda u: damping_ratio(np.exp(u)), method="bounded",
                       bounds=(np.log(0.3 * vk_best), np.log(3 * vk_best)))
omega_scan = wave_mode(np.exp(scan.x)).imag
assert abs(scan.fun / ratio_best - 1) < 0.03
assert abs(omega_scan / omega_best - 1) < 0.10
ratio_low = damping_ratio(np.sqrt(3) * g_res)
ratio_high = damping_ratio(np.sqrt(3) * g_nor)
assert min(ratio_low, ratio_high) > 2 * scan.fun
# far below the window: overdamped; far above: no isolated mode
below = isolated_modes(np.sqrt(3) * 0.1 * g_res, g_res, g_nor, 60)
assert np.max(abs(below.imag)) < 1e-6 * g_res
assert len(isolated_modes(20 * g_tot, g_res, g_nor)) == 0

# mode at the best wave number, from the operator and from closed formulas
mode_best = wave_mode(vk_best, 200)
K = mp.mpf(vk_best / g_tot)
share = g_nor / g_tot


def secular(p):
    A = mp.atan(K / (1 + p)) / K
    return 1 - A - 3 * share * p * (1 - (1 + p) * A) / K**2


damp_formula = g_res / 2 + 2 * vk_best**2 / (15 * g_tot)
guess = mp.mpc(-damp_formula, omega_best) / g_tot
root = complex(mp.findroot(secular, guess)) * g_tot
assert abs(root - mode_best) < 1e-7 * abs(mode_best)
assert abs(-mode_best.real / damp_formula - 1) < 0.03
cat_best = cattaneo_roots(vk_best, g_res)[0]
assert len(isolated_modes(vk_best, g_res, 0.0)) == 0

# ---------- heat pulse: same start, same Cattaneo equation, two solids ----------
width = 3e4         # angstrom, standard deviation of the initial Gaussian
flight = 2e5        # angstrom, v * time
time = flight / v
half_box = 4e5
k = np.pi * np.arange(32) / half_box
x = np.arange(0, half_box + 1, 500.0)


def profile(amplitudes):
    a = amplitudes * np.exp(-(k * width)**2 / 2)
    a[1:] *= 2
    return np.cos(np.outer(x, k)) @ a / (2 * half_box)


normal = profile(np.array([energy_after(v * q, g_res, g_nor, time) for q in k]))
resistive = profile(np.array([energy_after(v * q, g_res, 0.0, time) for q in k]))
s = np.sqrt(g_res**2 / 4 - (c * k)**2 + 0j)
telegraph = np.exp(-g_res * time / 2) * (
    np.cosh(s * time) + g_res / (2 * s) * np.sinh(s * time))
cattaneo = profile(telegraph.real)

peak_n, peak_r, peak_c = [x[np.argmax(f)] for f in (normal, resistive, cattaneo)]
assert abs(peak_n / (c * time) - 1) < 0.05
assert abs(peak_n / peak_c - 1) < 0.02
assert peak_r == 0
assert np.all(np.diff(resistive) < 1e-6 * resistive.max())
dist_n = np.linalg.norm(normal - cattaneo) / np.linalg.norm(cattaneo)
dist_r = np.linalg.norm(resistive - cattaneo) / np.linalg.norm(cattaneo)
assert dist_n < 0.15 and dist_r > 3 * dist_n

T = g_res * time
msq_formula = width**2 + 2 * v**2 / (3 * g_res**2) * (T - 1 + np.exp(-T))
rms = []
for f in (normal, resistive, cattaneo):
    msq = 2 * np.trapezoid(x**2 * f, x) if hasattr(np, "trapezoid") \
        else 2 * np.trapz(x**2 * f, x)
    assert abs(msq / msq_formula - 1) < 1e-4
    rms.append(np.sqrt(msq))

# ---------- output ----------
hbar_eVs = constants.hbar / constants.e
i_front = np.argmin(abs(x - c * time))
print("INPUT")
print(f"hbar*v = {v} eV angstrom")
print(f"resistive rate = {g_res:.1e} eV (both solids)")
print(f"normal rate = {g_nor:.1e} eV (normal solid), 0 (resistive solid)")
print(f"mean free path v/g_res = {v/g_res:.4g} angstrom")
print(f"mean free path v/g_nor = {v/g_nor:.4g} angstrom")
print("RESISTIVE SCATTERING ONLY, K = v k/g_res, lambda in units of g_res")
for K0, lam in grey_exact.items():
    cr = cattaneo_roots(K0, 1.0)
    cr = cr[np.argmax(cr.real)]
    print(f"K={K0}: exact {lam:.4f}, Fourier {-K0**2/3:.4f}, "
          f"Cattaneo {cr.real:.4f} +- {abs(cr.imag):.4f} i")
print(f"last K with a mode, pi/2 = {np.pi/2:.4f}")
print(f"Cattaneo oscillates above K = {np.sqrt(3)/2:.4f}")
print(f"error at K=0.1: Fourier {err_fourier:.3e}, Cattaneo {err_cattaneo:.3e}")
print(f"error at K=0.1 with viscous term: {err_viscous:.3e}")
print(f"error ratio Cattaneo/Fourier = {err_cattaneo/err_fourier:.3f}")
print(f"grating K=200, kvt={phase}: kinetic {grating:.4f}, "
      f"free streaming {stream:.4f}")
print("DIFFUSIVE LIMIT, decay rate / (v^2 k^2/(3 g_res)) at v k = 0.05 g_res")
print(f"normal solid {slow_ratio[0]:.5f}, resistive solid {slow_ratio[1]:.5f}")
print("WINDOW OF THE NORMAL SOLID")
print(f"best omega: formula {omega_best:.4e} eV, scan {omega_scan:.4e} eV")
print(f"best omega/(2 pi) by formula = "
      f"{omega_best/hbar_eVs/(2*np.pi)/1e9:.4f} GHz")
print(f"least damping/omega: formula {ratio_best:.4f}, scan {scan.fun:.4f}")
print(f"damping/omega at v k/sqrt3 = g_res: {ratio_low:.4f}")
print(f"damping/omega at v k/sqrt3 = g_nor: {ratio_high:.4f}")
print(f"second-sound speed v/sqrt3 = {c*1e-10/hbar_eVs:.1f} m/s")
print(f"sound speed v = {v*1e-10/hbar_eVs:.1f} m/s")
print("MODES AT THE BEST WAVE NUMBER")
print(f"k = {vk_best/v:.4e} 1/angstrom")
print(f"v k/(g_res+g_nor) = {vk_best/g_tot:.4f}, v k/g_res = {vk_best/g_res:.3f}")
print(f"normal solid: omega {mode_best.imag:.4e} eV, "
      f"damping {-mode_best.real:.4e} eV")
print(f"damping by formula {damp_formula:.4e} eV")
print(f"Cattaneo, both solids: omega {abs(cat_best.imag):.4e} eV, "
      f"damping {-cat_best.real:.4e} eV")
print(f"resistive solid: isolated modes = "
      f"{len(isolated_modes(vk_best, g_res, 0.0))}")
print("HEAT PULSE")
print(f"initial width {width:.0f} angstrom, v t = {flight:.0f} angstrom")
print(f"g_res t = {T:.4f}, v t/sqrt3 = {c*time:.0f} angstrom")
print(f"peak (grid 500 angstrom): normal {peak_n:.0f}, resistive {peak_r:.0f}, "
      f"Cattaneo {peak_c:.0f} angstrom")
for name, f in (("normal", normal), ("resistive", resistive),
                ("Cattaneo", cattaneo)):
    print(f"{name}: density at x=0 {f[0]:.3e}, at x={x[i_front]:.0f} angstrom "
          f"{f[i_front]:.3e} 1/angstrom")
print(f"relative distance from Cattaneo: normal {dist_n:.3f}, "
      f"resistive {dist_r:.3f}")
print(f"rms width: normal {rms[0]:.0f}, resistive {rms[1]:.0f}, "
      f"Cattaneo {rms[2]:.0f} angstrom")
print(f"rms width by formula {np.sqrt(msq_formula):.0f} angstrom")
print("success")
```

Printed output:

```
INPUT
hbar*v = 0.03 eV angstrom
resistive rate = 1.0e-07 eV (both solids)
normal rate = 1.0e-05 eV (normal solid), 0 (resistive solid)
mean free path v/g_res = 3e+05 angstrom
mean free path v/g_nor = 3000 angstrom
RESISTIVE SCATTERING ONLY, K = v k/g_res, lambda in units of g_res
K=0.5: exact -0.0848, Fourier -0.0833, Cattaneo -0.0918 +- 0.0000 i
K=1.0: exact -0.3579, Fourier -0.3333, Cattaneo -0.5000 +- 0.2887 i
K=1.4: exact -0.7585, Fourier -0.6533, Cattaneo -0.5000 +- 0.6351 i
last K with a mode, pi/2 = 1.5708
Cattaneo oscillates above K = 0.8660
error at K=0.1: Fourier 2.224e-06, Cattaneo -8.961e-06
error at K=0.1 with viscous term: -6.811e-09
error ratio Cattaneo/Fourier = -4.029
grating K=200, kvt=4.4934: kinetic -0.2135, free streaming -0.2124
DIFFUSIVE LIMIT, decay rate / (v^2 k^2/(3 g_res)) at v k = 0.05 g_res
normal solid 1.00083, resistive solid 1.00017
WINDOW OF THE NORMAL SOLID
best omega: formula 1.1180e-06 eV, scan 1.1517e-06 eV
best omega/(2 pi) by formula = 0.2703 GHz
least damping/omega: formula 0.0894, scan 0.0888
damping/omega at v k/sqrt3 = g_res: 0.5835
damping/omega at v k/sqrt3 = g_nor: 0.2341
second-sound speed v/sqrt3 = 2631.4 m/s
sound speed v = 4557.8 m/s
MODES AT THE BEST WAVE NUMBER
k = 6.4550e-05 1/angstrom
v k/(g_res+g_nor) = 0.1917, v k/g_res = 19.365
normal solid: omega 1.1190e-06 eV, damping 9.9417e-08 eV
damping by formula 9.9505e-08 eV
Cattaneo, both solids: omega 1.1169e-06 eV, damping 5.0000e-08 eV
resistive solid: isolated modes = 0
HEAT PULSE
initial width 30000 angstrom, v t = 200000 angstrom
g_res t = 0.6667, v t/sqrt3 = 115470 angstrom
peak (grid 500 angstrom): normal 111000, resistive 0, Cattaneo 112500 angstrom
normal: density at x=0 1.259e-06, at x=115500 angstrom 4.999e-06 1/angstrom
resistive: density at x=0 3.060e-06, at x=115500 angstrom 2.451e-06 1/angstrom
Cattaneo: density at x=0 1.241e-06, at x=115500 angstrom 5.372e-06 1/angstrom
relative distance from Cattaneo: normal 0.057, resistive 0.541
rms width: normal 108190, resistive 108190, Cattaneo 108190 angstrom
rms width by formula 108190 angstrom
success
```
